**Abrikosov parameter and magnetization slope below Hc2**

For one flux quantum per cell of area $A$, the program tests $\beta_A=\sum_{\mathbf R}e^{-\pi R^2/A}$ and $dM/dH=1/[(2\kappa^2-1)\beta_A]$ at $H_{c2}$ in SI units. Here $\mathbf R$ runs over the vortex-lattice vectors, $\kappa$ is the Ginzburg-Landau parameter, $M$ the magnetization and $H$ the applied field. The program asserts that the lattice sum agrees with direct quadrature of $\langle|\psi|^4\rangle/\langle|\psi|^2\rangle^2$ for triangular, square and oblique lattices, and that the Fourier coefficients of $|\psi|^2$ have the derived form. It also minimizes the full nonlinear functional, including higher Landau levels and a nonuniform field, and asserts that the extrapolated slope and Gibbs energy agree with the formulas within 0.2% for both main lattices at $\kappa=1$ and $\kappa=5$. The output gives $\beta_A=1.1596$ for the triangular lattice and $1.1803$ for the square one. A scan over lattice shapes with one flux quantum per cell has its lowest grid point next to the triangular lattice, and the square lattice is a saddle point. For $\kappa=5$ and $\mu_0H_{c2}=2$ T, the linear law differs from the full solution by about 0.6% of the full value at $\mu_0H=1.5$ T.

## Numerical verification

```python
"""Abrikosov parameter and magnetization slope just below Hc2.

Results under test, for one flux quantum per vortex-lattice cell of area A:
    beta_A = <|psi|^4>/<|psi|^2>^2 = sum over lattice vectors R of exp(-pi R^2/A)
    dM/dH  = 1/((2 kappa^2 - 1) beta_A)   at Hc2 (SI, dimensionless)
psi: order parameter; kappa: Ginzburg-Landau parameter; M: magnetization;
H: applied field. Reduced fields are in units of sqrt(2)*Hc, so Hc2 = kappa.
tau = zeta + i*eta is the ratio of the two lattice vectors as complex numbers.
Cell coordinates use the magnetic length as unit, so the cell area is 2*pi.
The magnetization is tested by minimizing the full nonlinear functional.
"""
import numpy as np
from scipy.optimize import minimize
from scipy.constants import h as planck, e as charge, mu_0

TRIANGULAR = 0.5 + 0.5j * np.sqrt(3)
SQUARE = 1j
OBLIQUE = 0.3 + 1.2j
LEVELS = 13      # Landau levels kept in the full solution
GRID = 24        # points along each lattice vector


def lattice_sum(tau, cut=8):
    m, n = np.mgrid[-cut:cut + 1, -cut:cut + 1]
    return np.exp(-np.pi * abs(m + n * tau)**2 / tau.imag).sum()


def shells(tau, how_many=3, cut=5):
    m, n = np.mgrid[-cut:cut + 1, -cut:cut + 1]
    r2 = np.round(abs(m + n * tau)**2 / tau.imag, 9).ravel()
    values, counts = np.unique(r2, return_counts=True)
    return list(zip(values, counts))[1:how_many + 1]


def landau_states(x, y, tau, count):
    """Lattice-periodic Landau-level states, each with mean density one."""
    k = np.sqrt(2 * np.pi * tau.imag)
    total = np.zeros((count,) + np.shape(x), complex)
    for m in range(-9, 10):
        xi = x - m * k
        u = [np.pi**-0.25 * np.exp(-xi**2 / 2)]
        u.append(np.sqrt(2) * xi * u[0])
        for n in range(1, count - 1):
            u.append(np.sqrt(2 / (n + 1)) * xi * u[n]
                     - np.sqrt(n / (n + 1)) * u[n - 1])
        phase = np.exp(-1j * np.pi * tau.real * m**2 + 1j * m * k * y)
        total += np.array(u[:count]) * phase
    return np.sqrt(k) * total


def momentum_on_states(states):
    """(-i d/dx) and (-i d/dy - x) acting on all states but the last."""
    n = np.arange(len(states) - 1).reshape((-1,) + (1,) * (states.ndim - 1))
    lower = np.zeros_like(states[:-1])
    lower[1:] = np.sqrt(n[1:]) * states[:-2]
    upper = np.sqrt(n + 1) * states[1:]
    return -1j * (lower - upper) / np.sqrt(2), -(lower + upper) / np.sqrt(2)


def build_cell(tau):
    k = np.sqrt(2 * np.pi * tau.imag)
    length = 2 * np.pi / k
    s, t = np.meshgrid(np.arange(GRID) / GRID, np.arange(GRID) / GRID,
                       indexing="ij")
    s, t = s.ravel(), t.ravel()
    states = landau_states(t * k, (s + tau.real * t) * length, tau, LEVELS + 1)
    px, py = momentum_on_states(states)
    field, ax, ay = [], [], []
    for p in range(-3, 4):
        for q in range(-3, 4):
            if (p, q) <= (0, 0):
                continue
            gx, gy = length * (q - tau.real * p), p * k
            g2 = gx**2 + gy**2
            c = np.cos(2 * np.pi * (p * s + q * t))
            d = np.sin(2 * np.pi * (p * s + q * t))
            field += [c, d]
            ax += [-gy * d / g2, gy * c / g2]
            ay += [gx * d / g2, -gx * c / g2]
    return dict(tau=tau, base=states[:-1], px=px, py=py,
                field=np.array(field), ax=np.array(ax), ay=np.array(ay))


def local_quantities(cell, v, b):
    """Order parameter, its covariant derivatives, potential, extra field."""
    c = v[:LEVELS] + 1j * v[LEVELS:2 * LEVELS]
    f = v[2 * LEVELS:]
    ax, ay = f @ cell["ax"] / b, f @ cell["ay"] / b
    psi = c @ cell["base"]
    dx = c @ cell["px"] - ax * psi
    dy = c @ cell["py"] - ay * psi
    return psi, dx, dy, ax, ay, f @ cell["field"]


def full_solution(cell, kappa, b):
    """Minimize the full functional at mean induction b.

    Returns the energy gain b^2 - <f>, the density and the field modulation.
    """
    points = GRID**2
    ratio = b / kappa

    def energy(v):
        psi, dx, dy, ax, ay, extra = local_quantities(cell, v, b)
        rho = abs(psi)**2
        value = np.mean(-rho + rho**2 / 2 + extra**2
                        + ratio * (abs(dx)**2 + abs(dy)**2))
        g = (cell["base"].conj() @ ((rho - 1) * psi
                                    - ratio * (ax * dx + ay * dy))
             + ratio * (cell["px"].conj() @ dx + cell["py"].conj() @ dy))
        gf = (2 * cell["field"] @ extra
              - 2 * ratio / b * (cell["ax"] @ (psi.conj() * dx).real
                                 + cell["ay"] @ (psi.conj() * dy).real))
        return value, np.concatenate([2 * g.real, 2 * g.imag, gf]) / points

    start = np.zeros(2 * LEVELS + len(cell["field"]))
    start[0] = np.sqrt(1 - ratio)
    result = minimize(energy, start, jac=True, method="BFGS",
                      options={"gtol": 1e-9})
    assert np.max(abs(result.jac)) < 1e-6
    psi, _, _, _, _, extra = local_quantities(cell, result.x, b)
    return -result.fun, abs(psi)**2, extra


def full_magnetization(cell, kappa, b):
    """Applied field and M from the derivative of the minimized energy."""
    step = 0.05 * (kappa - b)
    gain_up = full_solution(cell, kappa, b + step)[0]
    gain_down = full_solution(cell, kappa, b - step)[0]
    m = (gain_up - gain_down) / (4 * step)
    return b - m, m


beta_tri, beta_sq = lattice_sum(TRIANGULAR), lattice_sum(SQUARE)
cells = {"triangular": build_cell(TRIANGULAR), "square": build_cell(SQUARE)}

# Ladder relations against finite differences of the explicit states.
x0, y0, step = 0.4, 0.7, 1e-4
px, py = momentum_on_states(landau_states(x0, y0, OBLIQUE, 6))
diff_x = (landau_states(x0 + step, y0, OBLIQUE, 6)
          - landau_states(x0 - step, y0, OBLIQUE, 6)) / (2 * step)
diff_y = (landau_states(x0, y0 + step, OBLIQUE, 6)
          - landau_states(x0, y0 - step, OBLIQUE, 6)) / (2 * step)
here = landau_states(x0, y0, OBLIQUE, 6)
assert np.allclose(px, -1j * diff_x[:-1], atol=1e-5)
assert np.allclose(py, (-1j * diff_y - x0 * here)[:-1], atol=1e-5)

# Density of the lowest level: zero, Fourier coefficients, beta_A by quadrature.
print("BETA_A: quadrature of definition | Gaussian lattice sum")
for name, cell in [("triangular", cells["triangular"]),
                   ("square", cells["square"]),
                   ("oblique 0.3+1.2i", build_cell(OBLIQUE))]:
    tau = cell["tau"]
    rho = abs(cell["base"][0].reshape(GRID, GRID))**2
    assert rho[GRID // 2, GRID // 2] < 1e-20
    coefficients = np.fft.fft2(rho) / GRID**2
    k = np.sqrt(2 * np.pi * tau.imag)
    for p in range(-3, 4):
        for q in range(-3, 4):
            g2 = (2 * np.pi / k * (q - tau.real * p))**2 + (p * k)**2
            expected = (-1)**(p * q) * np.exp(-g2 / 4)
            assert abs(coefficients[p, q] - expected) < 1e-10
    direct = np.mean(rho**2) / np.mean(rho)**2
    assert abs(direct - lattice_sum(tau)) < 1e-10
    print(f"  {name}: {direct:.8f} | {lattice_sum(tau):.8f}")
assert round(beta_tri, 4) == 1.1596 and round(beta_sq, 4) == 1.1803

print("SHELLS: R^2/A, number of vectors, contribution to beta_A")
for name, tau in [("triangular", TRIANGULAR), ("square", SQUARE)]:
    partial = 1.0
    for r2, number in shells(tau):
        term = number * np.exp(-np.pi * r2)
        partial += term
        print(f"  {name}: {r2:.5f}, {number}, {term:.3e}")
    assert abs(partial - lattice_sum(tau)) < 1e-5
    print(f"  {name}: 1 + three shells = {partial:.7f}")

# Lattice shape: scan of the reduced domain, lower bound, curvatures.
best = (np.inf, None)
for zeta in np.linspace(0, 0.5, 51):
    for eta in np.linspace(0.86, 1.40, 109):
        tau = complex(zeta, eta)
        if abs(tau) >= 1 - 1e-12:
            value = lattice_sum(tau, 6)
            assert value > np.sqrt(eta)
            best = min(best, (value, tau), key=lambda item: item[0])
assert best[0] >= beta_tri - 1e-12 and abs(best[1] - TRIANGULAR) < 0.02


def curvature(path, d=1e-3):
    return (lattice_sum(path(d)) - 2 * lattice_sum(path(0))
            + lattice_sum(path(-d))) / d**2


sq_stretch = curvature(lambda u: 1j * np.exp(u))
sq_shear = curvature(lambda u: 1j * np.exp(1j * u))
tri_stretch = curvature(lambda u: 0.5 + 0.5j * np.sqrt(3) * np.exp(u))
tri_shear = curvature(lambda u: TRIANGULAR * np.exp(1j * u))
assert sq_stretch > 0 > sq_shear and min(tri_stretch, tri_shear) > 0
print("LATTICE SHAPE (dimensionless)")
print(f"  scan minimum {best[0]:.6f} at tau = {best[1]:.3f}")
print(f"  eta above which sqrt(eta) > beta_tri: {beta_tri**2:.4f}")
print(f"  square: d2beta/d(ln eta)2 = {sq_stretch:.4f}")
print(f"  square: d2beta/d(angle)2 = {sq_shear:.4f} per rad^2")
print(f"  triangular: d2beta/d(ln eta)2 = {tri_stretch:.4f}")
print(f"  triangular: d2beta/d(angle)2 = {tri_shear:.4f} per rad^2")
for angle in (90, 75, 60):
    value = lattice_sum(np.exp(1j * np.radians(angle)))
    print(f"  rhombic lattice, angle {angle} deg: beta_A = {value:.5f}")

# Kinetic-energy identity for an arbitrary state in a nonuniform field.
rng = np.random.default_rng(1)
trial = 0.2 * rng.normal(size=2 * LEVELS + len(cells["square"]["field"]))
psi, dx, dy, _, _, extra = local_quantities(cells["square"], trial, 2.0)
left = np.mean(abs(dx)**2 + abs(dy)**2)
right = np.mean(abs(dx + 1j * dy)**2 + (1 + extra / 2.0) * abs(psi)**2)
assert abs(left - right) < 1e-7 * left

# Full nonlinear solutions, extrapolated linearly to Hc2.
# The remainder is second order in 1 - B/Bc2, hence the 0.2 percent tolerance.
print("dM/dH AT Hc2 (SI): full functional | formula")
worst_field = 0.0
for name, cell in cells.items():
    for kappa in (1.0, 5.0):
        slopes, gibbs = [], []
        for distance in (0.01, 0.02):
            b = kappa * (1 - distance)
            applied, m = full_magnetization(cell, kappa, b)
            gain, rho, extra = full_solution(cell, kappa, b)
            slopes.append(-m / (kappa - applied))
            gibbs.append((gain - m**2) / (kappa - applied)**2)
            if distance == 0.01:
                predicted = -(rho - rho.mean()) / (2 * kappa)
                worst_field = max(worst_field, np.max(abs(extra - predicted))
                                  / np.max(abs(extra)))
        formula = 1 / ((2 * kappa**2 - 1) * lattice_sum(cell["tau"]))
        slope = 2 * slopes[0] - slopes[1]
        gibbs_limit = 2 * gibbs[0] - gibbs[1]
        assert abs(slope / formula - 1) < 2e-3
        assert abs(gibbs_limit / formula - 1) < 2e-3
        print(f"  {name}, kappa={kappa:.0f}: {slope:.6f} | {formula:.6f}")
assert worst_field < 0.03
print(f"  largest relative error of field law at B=0.99 Bc2: {worst_field:.1e}")

# Worked example with round model parameters.
kappa, bc2, applied_tesla = 5.0, 2.0, 1.9
flux_quantum = planck / (2 * charge)
print("WORKED EXAMPLE")
print(f"  kappa = {kappa:.0f}, mu0 Hc2 = {bc2:.1f} T, "
      f"mu0 H = {applied_tesla:.1f} T")
print(f"  2 kappa^2 - 1 = {2 * kappa**2 - 1:.0f}")
for name, beta in [("triangular", beta_tri), ("square", beta_sq)]:
    slope = 1 / ((2 * kappa**2 - 1) * beta)
    m_tesla = -slope * (bc2 - applied_tesla)
    print(f"  {name}: dM/dH = {slope:.6f} (SI), "
          f"{slope / (4 * np.pi):.4e} (Gaussian)")
    print(f"  {name}: mu0 M = {1e3 * m_tesla:.4f} mT, "
          f"M = {m_tesla / mu_0:.1f} A/m")
slope = 1 / ((2 * kappa**2 - 1) * beta_tri)
induction = applied_tesla - slope * (bc2 - applied_tesla)
spacing = np.sqrt(2 * flux_quantum / (np.sqrt(3) * induction))
print(f"  triangular: dM/d(B/mu0) = {slope / (1 + slope):.6f} (SI)")
print(f"  triangular: mean induction B = {induction:.5f} T")
print(f"  triangular: vortex spacing = {1e9 * spacing:.2f} nm")
print(f"  Gibbs energy gain, triangular/square = {beta_sq / beta_tri:.5f}")
print("RANGE OF LINEAR LAW (triangular, same parameters)")
for target in (1.9, 1.5):
    b = (target - slope * (bc2 - target)) * kappa / bc2
    applied, m = full_magnetization(cells["triangular"], kappa, b)
    scale = bc2 / kappa
    linear = -slope * (kappa - applied)
    print(f"  mu0 H = {applied * scale:.4f} T: mu0 M full "
          f"{1e3 * m * scale:.4f}, linear {1e3 * linear * scale:.4f} mT")

print("all tests passed")
```

Output:

```
BETA_A: quadrature of definition | Gaussian lattice sum
  triangular: 1.15959527 | 1.15959527
  square: 1.18034060 | 1.18034060
  oblique 0.3+1.2i: 1.19574469 | 1.19574469
SHELLS: R^2/A, number of vectors, contribution to beta_A
  triangular: 1.15470, 6, 1.595e-01
  triangular: 3.46410, 6, 1.127e-04
  triangular: 4.61880, 6, 2.995e-06
  triangular: 1 + three shells = 1.1595953
  square: 1.00000, 4, 1.729e-01
  square: 2.00000, 4, 7.470e-03
  square: 4.00000, 4, 1.395e-05
  square: 1 + three shells = 1.1803394
LATTICE SHAPE (dimensionless)
  scan minimum 1.159600 at tau = 0.500+0.870j
  eta above which sqrt(eta) > beta_tri: 1.3447
  square: d2beta/d(ln eta)2 = 1.1182
  square: d2beta/d(angle)2 = -0.2951 per rad^2
  triangular: d2beta/d(ln eta)2 = 0.4765
  triangular: d2beta/d(angle)2 = 0.6354 per rad^2
  rhombic lattice, angle 90 deg: beta_A = 1.18034
  rhombic lattice, angle 75 deg: beta_A = 1.17141
  rhombic lattice, angle 60 deg: beta_A = 1.15960
dM/dH AT Hc2 (SI): full functional | formula
  triangular, kappa=1: 0.862362 | 0.862370
  triangular, kappa=5: 0.017599 | 0.017599
  square, kappa=1: 0.847203 | 0.847213
  square, kappa=5: 0.017290 | 0.017290
  largest relative error of field law at B=0.99 Bc2: 1.8e-03
WORKED EXAMPLE
  kappa = 5, mu0 Hc2 = 2.0 T, mu0 H = 1.9 T
  2 kappa^2 - 1 = 49
  triangular: dM/dH = 0.017599 (SI), 1.4005e-03 (Gaussian)
  triangular: mu0 M = -1.7599 mT, M = -1400.5 A/m
  square: dM/dH = 0.017290 (SI), 1.3759e-03 (Gaussian)
  square: mu0 M = -1.7290 mT, M = -1375.9 A/m
  triangular: dM/d(B/mu0) = 0.017295 (SI)
  triangular: mean induction B = 1.89824 T
  triangular: vortex spacing = 35.47 nm
  Gibbs energy gain, triangular/square = 1.01789
RANGE OF LINEAR LAW (triangular, same parameters)
  mu0 H = 1.9000 T: mu0 M full -1.7614, linear -1.7599 mT
  mu0 H = 1.5000 T: mu0 M full -8.8484, linear -8.7988 mT
all tests passed
```
